From the Kadanoff-Baym equations to the golden-rule Boltzmann equation

In a model Fermi gas with k_F = 1 Å⁻¹ and a screened Coulomb potential with κ = 1.5 Å⁻¹, a particle 1 eV above the Fermi level has a second Born decay width of 0.0282 eV. It lives 23 fs and travels 304 Å, which is 341 reduced wavelengths, although the Hartree potential n v(0) = 0.03377 × 80.4 = 2.7 eV is comparable to E_F = 3.81 eV. The width is a direct part of 0.0507 eV less an exchange part of 0.0226 eV. A Boltzmann code needs the origin of the small width and of the subtraction, and it needs to know which occupation number it propagates. The numbers quoted are in the numerical output at the end or follow from it by rounding and the arithmetic shown.

**1. Definitions and starting equations**

Atomic units are used in the algebra. The particles are unpolarized spin-1/2 fermions with a real, even, instantaneous pair potential v(q). With 1 = (x1,t1) and one spin component,

g<(1,1′) = ⟨ψ†(1′)ψ(1)⟩,  g>(1,1′) = ⟨ψ(1)ψ†(1′)⟩,  G< = i g<,  G> = −i g>,

and likewise Σ< = iσ<, Σ> = −iσ>. Put A = g< + g> and Γ = σ< + σ>. Since G^R − G^A = G> − G< = −iA, the retarded and advanced functions split into Hermitian parts,

G^R,A = ReG ∓ iA/2,  Σ^R,A = ReΣ ∓ iΓ/2.

The Hartree-Fock self-energy is local in time and is placed in the one-body energy ε = p²/2 + U + Σ_HF, with G0⁻¹ = i∂_t − ε. The Kadanoff-Baym equations are the starting point. Once initial correlations have decayed they read, with ∘ an integral over space and time,

G0⁻¹∘G< = Σ^R∘G< + Σ<∘G^A,   (1a)
G<∘G0⁻¹ = G^R∘Σ< + G<∘Σ^A.   (1b)

Let M = G0⁻¹ − ReΣ. Inserting the split and subtracting (1b) from (1a),

[M,G<] − [Σ<,ReG] = −(i/2)[Γ,G<]₊ + (i/2)[Σ<,A]₊.

Now −iΓ/2 = (Σ> − Σ<)/2 and iA/2 = −(G> − G<)/2, so the terms −½[Σ<,G<]₊ and +½[Σ<,G<]₊ cancel:

[M,G<] − [Σ<,ReG] = ½[Σ>,G<]₊ − ½[Σ<,G>]₊.   (2)

This identity was tested with random matrices. Half the sum of (1a) and (1b) is

½[M,G<]₊ − ½[Σ<,ReG]₊ = (i/4)[Σ<,A] − (i/4)[Γ,G<].   (3)

**2. Wigner transform and gradient expansion**

With r = x1 − x1′, t = t1 − t1′ and centre coordinates R, T,

A(p,ω,R,T) = ∫d³r dt e^{iωt − ip·r} A(1,1′).

The product rule follows from one Fourier component in one dimension. An operator with symbol a(p)e^{iQR} maps e^{ikx} to a(k+Q/2)e^{i(k+Q)x}, because the integral over x′ of e^{−ipx′}e^{iQx′/2}e^{ikx′} sets p = k + Q/2. Applying b(p)e^{iQ′R} first and a(p)e^{iQR} second gives a(k+Q′+Q/2) b(k+Q′/2) e^{i(k+Q+Q′)x}. The product carries Q+Q′, so its symbol argument is p = k + (Q+Q′)/2 and its symbol is

a(p+Q′/2) b(p−Q/2) e^{i(Q+Q′)R} = [ab + (Q′/2)a′b − (Q/2)ab′ + …] e^{i(Q+Q′)R}.

Q and Q′ act as −i∂_R on A and on B, so the first-order term is (i/2)(∂_R A ∂_p B − ∂_p A ∂_R B). The time kernel has the opposite sign, which replaces p by −ω and R by T. Together,

A∘B → AB + (i/2){A,B} + O(∂²),
{A,B} = ∂_ωA ∂_T B − ∂_T A ∂_ωB − ∂_pA·∂_R B + ∂_R A·∂_pB.   (4)

Exchanging A and B reverses both shifts, so the term of order n changes by (−1)ⁿ. A commutator is i{A,B} + O(∂³) and half an anticommutator is AB + O(∂²). For kernels multiplied on a grid, halving the gradient reduced the error of (4) by 3.999 and that of the commutator by 7.996, in space and in time, and by 2.000 with the sign of the bracket reversed.

The symbol of i∂_t is ω, so M = ω − ε − ReΣ. The left side of (2) becomes i·i{M,g<} − i·i{σ<,ReG} = −{M,g<} − {ReG,σ<}. The right side becomes (−i)(i)σ>g< − (i)(−i)σ<g> = σ>g< − σ<g>. Hence

{M,g<} + {ReG,σ<} = σ<g> − σ>g<.   (5)

The second bracket is the backflow term. The expansion parameter is the product of ∂_T and ∂_ω, or of ∂_R and ∂_p, so fields and distributions must vary slowly compared with the inverse of the energy and momentum scales on which σ≶ changes.

**3. Spectral function and the form of g<**

The retarded function is the two-sided inverse of M + iΓ/2. Half the sum of the two inverse relations gives (M + iΓ/2)G^R = 1 + O(∂²). Their difference gives {M + iΓ/2, G^R} = 0, which any function of M + iΓ/2 satisfies. Thus

G^R = 1/(M + iΓ/2) + O(∂²),

with no first-order correction. Matrix inversion on a grid gave the error ratio 4.003. The imaginary part of the vanishing bracket is {M,A} + {ReG,Γ} = 0, which was tested symbolically and is the sum of (5) and its partner for g>, whose right side has the opposite sign.

The second small parameter is Γ. Acting on functions that are smooth on the scale Γ,

1/(M + iΓ/2) = 1/(M+i0) − (iΓ/2)/(M+i0)² + O(Γ²).

With 1/(M+i0) = P/M − iπδ(M), differentiation gives 1/(M+i0)² = F(M) + iπδ′(M), where F = −d(P/M)/dM is the finite part of 1/M². Then

A = 2πδ(M) + ΓF(M),  ReG = P/M + (π/2)Γδ′(M).   (6)

In (3) and (5) ReG multiplies σ<, so its δ′ part is of order Γ² and is dropped. The right side of (3) is of order Γ·∂ and is dropped too, which leaves M g< = σ< P/M. Because M F = P/M and Mδ(M) = 0, the general solution is σ<F plus a multiple of δ(M). The same holds for g>, and g< + g> must equal (6). This fixes

g< = 2πδ(M) f + σ<F(M),  g> = 2πδ(M)(1−f) + σ>F(M).   (7)

The pole term alone is the bare quasiparticle ansatz. It is incomplete at order Γ, and inserted in (5) it leaves the backflow term without a partner.

**4. The kinetic equation**

For any function Φ the chain rule and {M,M} = 0 give {M,Φ(M)X} = Φ(M){M,X} and {Φ(M),X} = Φ′(M){M,X}. With (7) the left side of (5) is

2πδ(M){M,f} + F{M,σ<} + (P/M)′{M,σ<} = 2πδ(M){M,f},

because (P/M)′ = −F. The drift of the off-pole part cancels the backflow term, as tested symbolically with i0 replaced by a finite iη. On the right the off-pole parts give (σ<σ> − σ>σ<)F = 0. What remains is

δ(M)[{M,f} − σ<(1−f) + σ>f] = 0.

Let E(p,R,T) solve M = 0 and let Z = 1/∂_ωM there, so that δ(M) = Zδ(ω−E). Differentiating M(E,p,R,T) = 0 gives ∂_sE = −Z∂_sM for s = p, R, T. Then from (4)

Z{M,f} = ∂_T f + ∂_T E ∂_ωf + ∂_pE·∂_R f − ∂_R E·∂_p f.

For the on-shell function f̄ = f(E(p,R,T),p,R,T) one has ∂_s f̄ = ∂_s f + ∂_ωf ∂_sE. The first two terms are ∂_T f̄. In the last two, replacing f by f̄ adds ∂_ωf(∂_pE·∂_R E − ∂_R E·∂_pE) = 0. Dropping the bar,

∂_T f + ∂_pE·∂_R f − ∂_R E·∂_p f = Z[σ<(1−f) − σ>f] at ω = E.   (8)

A test with a nonlinear M, a smeared δ and E from root finding gave −0.086843 for both sides of the drift identity. No ordering between ∂_T and Γ was used. Terms kept on the two sides are first order in one of them, and terms dropped from (3), (4) and (6) carry a further factor of a gradient or of Γ. Equation (8) fails where σ≶ has structure on the scale Γ, as at a band edge or a bound-state threshold, and where M has no isolated simple zero.

The variable f is the weight of the pole. The measured occupation is

n = ∫dω/2π g< = Z f + ∫dω/2π σ<(ω)F(M(ω)).   (9)

**5. A solvable case for (8) and (9)**

Take one level ε(T) coupled with amplitude λ to the end of a fermion chain with hopping 1 eV, energies in eV. The end-site function obeys g0 = 1/(ω − g0), so g0 = (ω − i√(4−ω²))/2 inside the band and Σ^R = λ²g0. Therefore ReΣ = λ²ω/2, Γ = λ²√(4−ω²), M = ω(1−λ²/2) − ε, Z = 1/(1−λ²/2), E = Zε. The Hamiltonian is quadratic and the uncoupled chain is an equilibrium reservoir, so σ< = Γ f_b(ω) with f_b the Fermi function at μ = 0. Equation (8) becomes df/dT = ZΓ(E)[f_b(E) − f], and F = Z² f.p. 1/(ω−E)². The finite part is evaluated by folding a window of half-width d about E:

f.p.∫_{−d}^{d} s(E+y)/y² dy = ∫_0^d [s(E+y) + s(E−y) − 2s(E)]/y² dy − 2s(E)/d.

The last term is the finite part of ∫dy/y², from −d(P/y)/dy integrated against a constant.

The level starts in equilibrium with the chain at kT = 0.5 eV and is swept smoothly from −0.6 to 0.4 eV in a time 2/λ² (in ħ/eV), so that the sweep rate and Γ shrink together. The reference is the numerical unitary evolution of a finite chain, stopped before waves return from its far end. At λ² = 0.01 eV² the final values are n = 0.39594 from the evolution, 0.39595 from (9), f = 0.39375 and f_b(E) = 0.30917. The gap between f and f_b shows that the state is far from local equilibrium. The largest absolute error in occupation over the sampled times is 4.8×10⁻⁵ with (9) and 2.2×10⁻³ with n ≈ f. From λ² = 0.02 to 0.01 eV² these errors fall by 4.03 and 2.00, that is as λ⁴ and λ². In this model, with the sweep rate shrinking together with Γ, f from (8) is accurate enough to give n through first order in Γ, provided n is rebuilt from (9). At a fixed sweep time τ the dropped terms of order Γ·∂ leave an error in (9) proportional to λ²/τ, which is first order in Γ and small only through the slowness of the sweep.

**6. Second Born self-energy**

The interaction enters the equation of motion through j(1) = [ψ(1),H_int] = ∫d³x2 v(x1−x2) ψ†(2)ψ(2)ψ(1), with t2 = t1 and a spin sum on 2. To second order in v, σ<(1,1′) is the part of ⟨j†(1′)j(1)⟩ in which every contraction joins a primed to an unprimed point. Equal-time contractions are Hartree-Fock terms already in ε. In ⟨ψ†(1′)ψ†(2′)ψ(2′)ψ†(2)ψ(2)ψ(1)⟩ the adjacent pair ψ(2′)ψ†(2) gives g>(2′,2) with sign +. The rest, ⟨ψ†(1′)ψ†(2′)ψ(2)ψ(1)⟩, gives g<(1,1′)g<(2,2′) − g<(1,2′)g<(2,1′). In the first term the spin of 2 is free and gives a factor 2, and in the second all spins equal that of 1:

σ<(1,1′) = ∫d³x2 d³x2′ v(x1−x2) v(x1′−x2′) g>(2′,2) [2g<(1,1′)g<(2,2′) − g<(1,2′)g<(2,1′)].   (10)

σ> follows by exchanging < and >. All three factors have the same T and relative time ±t, so the frequency transform is a plain convolution with ω2 = ω3 + ω4 − ω1 and no time gradient.

In space, give the factors momenta p3, p4 (the two g<) and p2 (g>) and centre wave vectors Q3, Q4, Q2, so that a factor g(x,x′) is e^{i(p+Q/2)x − i(p−Q/2)x′}. In both terms the phases left at x1 and x1′ are those of a symbol with p1 = p3 + p4 − p2. Put α = p4 − p2 = p1 − p3, β = p3 − p2 = p1 − p4, δ3 = (Q2+Q3)/2, δ4 = (Q2+Q4)/2. In the direct term the integrals over x2 and x2′ give v(α+δ4)v(α−δ4) for even v, which has no term linear in δ4. In the exchange term they give v(α+δ4)v(β−δ3). The labels 3 and 4 belong to the same function g< and may be swapped, and the average with v(β+δ3)v(α−δ4) is even under δ → −δ. Hence, up to O(∂²), with all functions at the same R and T,

σ<(p1,ω1) = ∫d³p3 d³p4 dω3 dω4/(2π)⁸ W g<(3) g<(4) g>(2),
W = 2v13² − v13v14,  v13 = v(p1−p3),  v14 = v(p1−p4).   (11)

A one-dimensional test of (10) on a grid against (11) agreed to rounding error for uniform kernels and gave the error ratio 3.991 for modulated ones. The argument uses real amplitudes. For a complex amplitude a, the product a(α+δ)a*(α−δ) has a linear term proportional to the momentum derivative of the phase, and the collision is nonlocal at first order.

Under the 3↔4 symmetric integral W equals W_s = v13² + v14² − v13v14. This is ½Σ|⟨12||34⟩|² summed over the spins of 2, 3, 4 with ⟨12||34⟩ = v13δ13δ24 − v14δ14δ23: each squared term counts 2 spin states and the cross term −2v13v14 counts 1.

**7. The golden rule**

Insert (7) in (11). The off-pole parts are O(v²) and change σ≶ at O(v⁴). The pole parts give 2πZ_jδ(ω_j − E_j) for j = 2, 3, 4. The integrals over ω3 and ω4 absorb two of these and leave 2πδ(ω2 − E2) = 2πδ(E3 + E4 − ω1 − E2). The product Z1Z2Z3Z4 differs from 1 at O(v²) and is set to 1 at this order. Changing variables from p4 to p2,

∂_T f1 + ∂_pE·∂_R f1 − ∂_R E·∂_p f1 = C1,
C1 = ∫d³p2 d³p3/(2π)⁶ 2πδ(E1+E2−E3−E4) W [f3f4(1−f1)(1−f2) − f1f2(1−f3)(1−f4)],   (12)

with p4 = p1 + p2 − p3. At this order E may be taken as ε.

The weight and the δ function can be checked in the time domain. For a uniform state prepared uncorrelated at t = 0, the time limits in Σ^R and G^A turn the right side of (1a) at equal times into I = ∫_0^t ds [σ>(t,s)g<(s,t) − σ<(t,s)g>(s,t)], and that of (1b) into −I*. The difference is i∂_t(i n) = 2Re I. With free propagators each term carries e^{iΔ(t−s)}, Δ = ε1+ε2−ε3−ε4, so the rate kernel is 2sin(Δt)/Δ and its time integral is 4sin²(Δt/2)/Δ². On a ring of L sites with potential λv,

δn1(t) = (λ²/L²) Σ_{2,3} W [f3f4(1−f1)(1−f2) − f1f2(1−f3)(1−f4)] 4sin²(Δt/2)/Δ².

On a four-site ring the λ² part of the full Fock-space evolution gives δn/λ² = −0.05839, 0.06028, −0.04458, 0.04269, matched by this formula, while W = 2v13² gives −0.1159 for the first entry. The kernel 2sin(Δt)/Δ has area 2π and width 1/t. For a Gaussian density of Δ centred half a width from zero, the rate is 0.746 of the golden-rule value at t × width = 1 and 1.000000 at 6. Equation (12) does not describe times shorter than the inverse energy spread of the final states.

W_s and the δ functions are unchanged by 1↔2, 3↔4 and (12)↔(34), and the last swap reverses the bracket X − Y, with X = f3f4(1−f1)(1−f2) and Y = f1f2(1−f3)(1−f4). For any φ,

∫φ1 C1 = ¼∫W_s 2πδ(…) (φ1+φ2−φ3−φ4)(X − Y).

This vanishes for φ = 1, p, E. For φ = ln[(1−f)/f] the combination is ln(X/Y), and W_s = ½(v13−v14)² + ½(v13²+v14²) ≥ 0, so entropy production is non-negative. For f = 1/(e^{(E−p·u−μ)/T}+1) this φ equals (E−p·u−μ)/T, which is linear in 1, p and E, so ln(X/Y) = 0 on shell, X = Y and C = 0. All of this was tested on a momentum lattice with the unsymmetrized W. A discretization keeps these properties if every quadruple in its list conserves momentum and energy exactly and the list is closed under the three swaps, with any quadrature weights equal for swapped quadruples. If energy is conserved only within a tolerance, particle number and the sign of the entropy production survive, but energy conservation and the stationary Fermi function are in general lost. With u = 0, X = Y reads σ>/σ< = e^{(E−μ)/T}. A disturbance confined to one momentum decays as ∂_T δf1 = −Γ(E1)δf1, since it has zero measure inside σ≶.

**8. Worked example**

The gas has the electron mass, ε = p²/2 with the mean-field shift omitted, and v = 4π/(q²+κ²). At T = 0 and ξ = ε1 − E_F > 0, Γ = σ> has the factor f2(1−f3)(1−f4). Let q = p1 − p3 and ω = ε1 − ε3 = p1 q cosθ − q²/2. Then d³p3 = 2πq² dq dcosθ = 2πq dq dω/p1. With p4 = p2 + q the δ function is δ(ω − q p2∥ − q²/2), so p2∥ = ω/q − q/2 and d³p2 δ = dε2 dφ/q. Since p1∥ = ω/q + q/2, the exchange transfer p1 − p2 − q has no component along q. Its square is a² + b² − 2ab cosφ, with a² = p1² − p1∥² and b² = 2ε2 − p2∥². Using ∫_0^{2π}dφ/(s − u cosφ) = 2π/√(s²−u²) and collecting (2π)⁻⁶ · 2π · 2π · 2π,

Γ = 1/((2π)³p1) ∫dω dq dε2 [2v(q)² − v(q) 4π/√((a²+b²+κ²)² − 4a²b²)].   (13)

Pauli blocking gives 0 < ω < ξ and max(E_F − ω, p2∥²/2) < ε2 < E_F. With K± = √(k_F² ± 2ω), |p2∥| equals k_F at q = K₊ ∓ k_F and equals K₋ at q = k_F ∓ K₋. The integrand has kinks there, so Gauss-Legendre rules belong on the panels [K₊−k_F, k_F−K₋], [k_F−K₋, k_F+K₋], [k_F+K₋, k_F+K₊]. These lie inside the kinematic range because p1 ≥ K₊ and p3 ≥ k_F. K₋ is real only for ω < E_F. For ω > E_F, reached when ξ > E_F, the lower limit of ε2 is p2∥²/2 throughout and one panel [K₊−k_F, k_F+K₊] remains. An independent form uses the relative momentum k = |p1−p2|/2, for which Δ = k² − k′² and d³p3 δ(Δ) = (k/2)dΩ.

For ξ ≪ E_F the ε2 range is ω for 0 < q < Q = 2k_F, ∫ω dω = ξ²/2, and a² = b² = k_F² − q²/4, so the root becomes κ√(κ²+Q²−q²). With S = √(Q²+2κ²),

Γ = Cξ²,  C = (D − X_e)/(2(2π)³k_F),
D = 32π²∫_0^Q dq/(q²+κ²)² = 32π²[Q/(2κ²(Q²+κ²)) + atan(Q/κ)/(2κ³)],
X_e = (16π²/κ)∫_0^Q dq/((q²+κ²)√(κ²+Q²−q²)) = 16π² atan(QS/κ²)/(κ²S).

The second integrand is the derivative of atan(qS/(κ√(κ²+Q²−q²)))/(κS). At small T only the energy integral changes, at leading order in T/E_F. With N the Bose function and energies from μ, ∫dε2 f2(1−f4) = ω(1+N(ω)) and ∫dε2 (1−f2)f4 = ωN(ω). Then (1+N)(1−f3) + Nf3 = N(ω) + f(ω−ξ). Adding and subtracting θ(−ω), and using N(−ω) = −1 − N(ω), the first piece is 2∫_0^∞ωN dω = π²T²/3. The second is ξ²/2 + π²T²/6, the Sommerfeld series ending there for a linear integrand. The sum is (ξ² + π²T²)/2, tested as 6.379802 at ξ/T = 1.7, so Γ = C(ξ² + π²T²).

For k_F = 1 Å⁻¹, κ = 1.5 Å⁻¹, ξ = 1 eV: E_F = 3.810 eV and p1 = k_F√(1 + 1/3.810) = 1.1236 Å⁻¹. Equation (13) gives

Γ = 0.05074 − 0.02256 = 0.02818 eV,  ħ/Γ = 23.4 fs.

Quasi-random sampling of the relative-momentum form gives 0.05075 and 0.02255 eV. With ħ²/m = 2E_F/k_F² = 7.62 eV Å², the mean free path is l = 7.62 × 1.1236/0.02818 = 304 Å and p1 l = 341. The closed forms give C = 0.06220 − 0.02735 = 0.0349 eV⁻¹, and (13) at ξ = 0.01 eV gives Γ/ξ² = 0.03478 eV⁻¹, which is 0.2% below the four-figure value C = 0.03486 eV⁻¹.

At 1 eV the full width is 19% below the law value 0.03486 eV. The prefactor 1/p1 in place of 1/k_F accounts for a factor 1/1.1236 = 0.89, giving 0.0310 eV. The remaining factor 0.91 comes from the rest of (13): the q limits, the ε2 range and the values of a and b. At 300 K and ξ = 0 the law gives 0.03486 × π² × 0.02585² = 2.30×10⁻⁴ eV, a lifetime of about 2900 fs. The full thermal width is lower by a relative correction linear in T, of order kT/E_F = 0.02585/3.810 = 0.007, so the third digit belongs to the law only.

The ratio exchange/direct is 0.445. Since v13v14 ≤ ½(v13²+v14²), it cannot exceed ½, the value for a contact potential, κ ≫ Q, where equal-spin scattering cancels and W = v². For κ ≪ Q, D → 8π³/κ³ and X_e → 8π³/(κ²Q), so the ratio tends to κ/Q while C diverges as κ⁻³ through forward scattering. The law Γ = Cξ² needs the lower limit q ≈ ω/k_F to lie below κ, that is ξ ≪ κk_F. At fixed κ, Γ/ξ = Cξ still vanishes as ξ → 0. For κ → 0 at fixed ξ, the region ω < κk_F of (13) alone contributes of order κ⁻³(κk_F)² ∝ 1/κ, so Γ is no longer small and (7) loses its basis.

The width is small because of the factor ξ²/2 from Pauli blocking. The distribution varies on the scale ξ or kT, and Γ/ξ = 0.028 and Γ/kT = 0.009 justify the expansion (6). For variations on the scale of a mean free path, the relevant momentum scale is not p1 itself. In (4) ∂_p acts at fixed ω, where σ≶ changes over momenta of order k_F, but the factor δ(ω−E) in g< ties ω to p, and on this shell σ≶ changes over δp = ξ/p1. With l = p1/Γ the parameter is 1/(l δp) = Γ/ξ = 0.028, so such variations are slow by this margin, not by 1/(p1 l) = 1/341. These ratios do not justify stopping at v². At ω = μ and T = 0 the dispersion relation ReΣ(ω) = P∫dω′/2π Γ(ω′)/(ω−ω′) gives ∂_ωReΣ = −∫dω′/2π Γ(ω′)/(ω′−μ)², whose integrand stays finite when Γ ∝ (ω′−μ)², so Z − 1 is not suppressed by blocking. With n v(0)/E_F = 0.71 the higher Born terms are not shown to be small either. The widths above are second Born values for a static model potential, without dynamic screening, ladder terms, Z factors or the mean-field change of mass. The last is first order in v. With y = 1 + κ²/(2k_F²) = 2.125 and k_F = 0.5292 in atomic units, the Fock term raises the Fermi velocity by the fraction [y ln((y+1)/(y−1)) − 2]/(2πk_F) = 0.1710/3.325 = 0.051. The measures d³p3 and d³p2 δ carry m* and m*², so C scales as m*³ and would fall by the factor 1.051⁻³ = 0.86.

Computed values

```
Moyal space: error ratios on halving gradient: product 3.999, commutator 7.996, wrong sign 2.000
Moyal time: error ratios on halving gradient: product 3.999, commutator 7.996, wrong sign 2.000
resolvent symbol vs 1/M: error ratio 4.003
second Born locality: uniform error 4.2e-17, error ratio 3.991
drift: bracket integral -0.086843, Liouville form -0.086843 (dimensionless)
level model: hopping 1 eV, kT 0.5 eV, level -0.6 -> 0.4 eV, sweep time 2/lam2 hbar/eV
lam2 0.04 eV^2: end n exact 0.399234, Zf+offpole 0.399432, f 0.390414, bath 0.306544
   max error with off-pole 7.83e-04, with n=f 8.95e-03
lam2 0.02 eV^2: end n exact 0.397038, Zf+offpole 0.397087, f 0.392650, bath 0.308300
   max error with off-pole 1.92e-04, with n=f 4.48e-03
lam2 0.01 eV^2: end n exact 0.395941, Zf+offpole 0.395953, f 0.393753, bath 0.309166
   max error with off-pole 4.77e-05, with n=f 2.24e-03
level model last ratios: 4.03 (off-pole), 2.00 (n=f)
ring dn/lam^2 exact       [-0.058385  0.060281 -0.044584  0.042688]
ring dn/lam^2 second Born [-0.058385  0.060282 -0.044584  0.042688]
ring dn/lam^2 direct only [-0.115929  0.121029 -0.090011  0.08491 ]
memory kernel / golden rule at t*width = 1, 6: 0.745767, 1.000000
thermal phase space at xi/T = 1.7: 6.379802, law 6.379802
gas: kF 1.0 1/A, kappa 1.5 1/A, xi 1.0 eV, density 0.03377 1/A^3
E_F 3.8100 eV, p1 1.1236 1/A, v(0) 80.423 eV A^3
Gamma direct 0.05074 eV, Sobol 0.05075 eV
Gamma exchange (subtracted) 0.02256 eV, Sobol 0.02255 eV
Gamma total 0.02818 eV, exchange/direct 0.4447, Gamma/xi 0.0282
lifetime 23.36 fs, mean free path 303.9 A, p1*l 341.4
C direct 0.06220, C exchange 0.02735, C 0.03486 1/eV
Gamma/xi^2 at xi = 0.01 eV: 0.03478 1/eV; law at xi = 1 eV: 0.03486 eV
300 K, xi = 0, law: kT 0.02585 eV, Gamma 2.299e-04 eV, lifetime 2863 fs, Gamma/kT 0.0089
```
